**Shear-lag strain transfer to a finite monolayer**

The program tests the strain profile ε(x) = ε_s[1 − cosh(x/l)/cosh(L/2l)], with l = √(C/k), for a flake of length L and two-dimensional stiffness C, coupled by an interfacial shear stiffness k to a substrate at strain ε_s. It minimizes a discretized elastic energy with free ends and asserts that the strain, average strain and traction agree with the formulas for three sets of parameters. Root searches on the same numerical model confirm the lengths for 90% transfer, about 6l for the centre and 20l for the average. Further assertions cover the width of the end zone, the short-flake limits and the substrate strain at which slip begins. A separate calculation lets an elastic half-space deform under the flake and asserts that the resulting corrections are small and scale nearly as the inverse substrate modulus. For the worked example the output shows l = 2 µm, threshold lengths of 12 and 40 µm, and corrections of 0.93% to the centre strain and 0.21% to the end traction.

## Numerical verification

```python
"""Shear-lag transfer of strain from a stretched substrate to a finite monolayer.

Result under test:
    strain(x) = eps_s * (1 - cosh(x/l) / cosh(L/(2*l))),  l = sqrt(C/k)
C: two-dimensional stiffness of the flake at zero transverse strain (N/m)
k: interfacial shear stiffness (N/m^3);  L: flake length (m)
eps_s: substrate strain;  x: position measured from the flake centre (m)
Centre transfer of a fraction eta requires L >= 2*l*arccosh(1/(1-eta)).
The independent side minimizes a discretized elastic energy with free ends.
A second calculation lets an elastic half-space deform under the flake.
"""
import numpy as np
from scipy.linalg import solveh_banded
from scipy.optimize import brentq


def strain_formula(x, length, stiffness, spring, applied):
    transfer = np.sqrt(stiffness / spring)
    return applied * (1 - np.cosh(x / transfer)
                      / np.cosh(length / (2 * transfer)))


def traction_formula(x, length, stiffness, spring, applied):
    transfer = np.sqrt(stiffness / spring)
    return (np.sqrt(stiffness * spring) * applied * np.sinh(x / transfer)
            / np.cosh(length / (2 * transfer)))


def centre_efficiency(length, transfer):
    return 1 - 1 / np.cosh(length / (2 * transfer))


def average_efficiency(length, transfer):
    s = length / (2 * transfer)
    return 1 - np.tanh(s) / s


def minimize_energy(length, stiffness, spring, applied, bonds=2001):
    """Minimum of bond-stretching plus interface energy; ends are free."""
    x = np.linspace(-length / 2, length / 2, bonds + 1)
    a = length / bonds
    weight = np.ones(bonds + 1)
    weight[[0, -1]] = 0.5
    anchor = spring * a**2 * weight / stiffness
    neighbours = np.full(bonds + 1, 2.0)
    neighbours[[0, -1]] = 1.0
    band = np.zeros((2, bonds + 1))
    band[0, 1:] = -1.0
    band[1] = neighbours + anchor
    u = solveh_banded(band, anchor * applied * x)
    middle = (x[1:] + x[:-1]) / 2
    strain = np.diff(u) / a
    traction = spring * (applied * x - u)
    return x, middle, strain, traction


def deformable_substrate(length, stiffness, spring, applied,
                         inverse_modulus, bonds=401):
    """Flake on an elastic half-space; returns centre strain, end traction.

    The surface displacement comes from the logarithmic line-load kernel.
    Equilibrium makes the total traction zero, so the log scale is free.
    """
    n = bonds + 1
    x = np.linspace(-length / 2, length / 2, n)
    a = length / bonds
    low = np.maximum(x - a / 2, -length / 2)
    high = np.minimum(x + a / 2, length / 2)

    def log_primitive(z):
        return z * np.log(np.abs(z / length) + 1e-300) - z

    log_integral = (log_primitive(x[:, None] - low[None, :])
                    - log_primitive(x[:, None] - high[None, :]))
    compliance = 2 * inverse_modulus / np.pi * log_integral
    chain = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    chain[0, 0] = chain[-1, -1] = 1.0
    load = np.diag(spring * a * (high - low) / stiffness)
    matrix = np.block([[chain, -load],
                       [np.eye(n), np.eye(n) - spring * compliance]])
    right = np.concatenate([np.zeros(n), applied * x])
    solution = np.linalg.solve(matrix, right)
    u, slip = solution[:n], solution[n:]
    return (u[n // 2] - u[n // 2 - 1]) / a, spring * slip[-1]


# Chosen model parameters
C = 200.0
k = 5e13
eps_s = 0.01
L = 20e-6
tau_c = 2e6
E_star = 4e9
eta = 0.9
um = 1e-6
l = np.sqrt(C / k)

# Profile, average strain and traction for different stiffnesses and lengths
largest_error = 0.0
for c_test, k_test, length in [(C, k, L), (C, 4 * k, 5e-6), (C / 4, k, 3e-6)]:
    x, middle, strain, traction = minimize_energy(length, c_test, k_test, eps_s)
    expected = strain_formula(middle, length, c_test, k_test, eps_s)
    error = np.max(np.abs(strain - expected)) / eps_s
    largest_error = max(largest_error, error)
    assert error < 1e-4
    l_test = np.sqrt(c_test / k_test)
    assert abs(strain.mean() / eps_s - average_efficiency(length, l_test)) < 1e-4
    expected = traction_formula(x, length, c_test, k_test, eps_s)
    assert np.max(np.abs(traction - expected)) < 1e-3 * expected[-1]
    assert np.argmax(traction) == len(x) - 1

# Threshold lengths found from the energy minimum alone
def numerical_centre(length):
    strain = minimize_energy(length, C, k, eps_s)[2]
    return strain[len(strain) // 2] / eps_s


def numerical_average(length):
    return minimize_energy(length, C, k, eps_s)[2].mean() / eps_s


L_centre = 2 * l * np.arccosh(1 / (1 - eta))
L_average = 2 * l / (1 - eta)
L_centre_num = brentq(lambda z: numerical_centre(z) - eta, 1e-6, 1e-4)
L_average_num = brentq(lambda z: numerical_average(z) - eta, 1e-6, 1e-4)
assert abs(L_centre_num / L_centre - 1) < 1e-3
assert abs(L_average_num / L_average - 1) < 1e-3

# Width of the end zone in which the strain is below eta * eps_s
x, middle, strain, traction = minimize_energy(L, C, k, eps_s)
right_half = middle > 0
x_eta = np.interp(-eta * eps_s, -strain[right_half], middle[right_half])
zone_num = L / 2 - x_eta
zone = L / 2 - l * np.arccosh((1 - eta) * np.cosh(L / (2 * l)))
zone_long = l * np.log(1 / (1 - eta))
assert abs(zone_num / zone - 1) < 1e-3
assert abs(zone_num / zone_long - 1) < 1e-2

# Short-flake limits; the neglected relative terms are about 0.4 percent
s_short = 0.1
short_centre = numerical_centre(2 * l * s_short)
short_average = numerical_average(2 * l * s_short)
assert abs(short_centre / (s_short**2 / 2) - 1) < 0.01
assert abs(short_average / (s_short**2 / 3) - 1) < 0.01

# Start of slip: the energy minimum at this strain must reach the strength
slip_strain = tau_c / (np.sqrt(C * k) * np.tanh(L / (2 * l)))
assert abs(minimize_energy(L, C, k, slip_strain)[3][-1] / tau_c - 1) < 1e-3

# Effect of substrate deformation, which must vanish as 1/E_star
rigid = np.array(deformable_substrate(L, C, k, eps_s, 0.0))
soft = np.array(deformable_substrate(L, C, k, eps_s, 1 / E_star))
stiff = np.array(deformable_substrate(L, C, k, eps_s, 0.1 / E_star))
loss = 1 - soft / rigid
loss_stiff = 1 - stiff / rigid
assert abs(rigid[0] / strain_formula(0.0, L, C, k, eps_s) - 1) < 1e-3
assert 0 < loss[0] < 0.02 and 0 < loss[1] < 0.1
assert np.all(loss / loss_stiff > 8) and np.all(loss / loss_stiff < 12)

print(f"Flake stiffness C = {C:.0f} N/m")
print(f"Interface stiffness k = {k:.1e} N/m^3")
print(f"Substrate strain = {100 * eps_s:.2f} %")
print(f"Flake length L = {L / um:.1f} um")
print(f"Transfer length l = {l / um:.3f} um")
print(f"Ratio s = L/(2l) = {L / (2 * l):.3f}")
print("Profile: x (um), strain (%), traction (MPa)")
for position in np.array([0, 4, 6, 8, 9, 10]) * um:
    e = strain_formula(position, L, C, k, eps_s)
    t = traction_formula(position, L, C, k, eps_s)
    print(f"  {position / um:5.1f}  {100 * e:.4f}  {t / 1e6:.4f}")
print("Efficiency: L (um), centre, average")
for length in np.array([2, 4, 8, 12, 20, 40]) * um:
    print(f"  {length / um:5.1f}  {centre_efficiency(length, l):.4f}"
          f"  {average_efficiency(length, l):.4f}")
print(f"Required fraction eta = {eta:.2f}")
print(f"Length for centre criterion = {L_centre / um:.3f} um")
print(f"  same, in transfer lengths = {L_centre / l:.3f}")
print(f"  same, from energy minimum = {L_centre_num / um:.3f} um")
print(f"Length for average criterion = {L_average / um:.3f} um")
print(f"  same, in transfer lengths = {L_average / l:.3f}")
print(f"  same, from energy minimum = {L_average_num / um:.3f} um")
print(f"End zone below eta, this flake = {zone / um:.3f} um")
print(f"End zone below eta, long flake = {zone_long / um:.3f} um")
print(f"Short flake s = {s_short:.1f}: centre efficiency = {short_centre:.6f}")
print(f"Short flake s = {s_short:.1f}: average efficiency = {short_average:.6f}")
print(f"Interfacial strength = {tau_c / 1e6:.2f} MPa")
print(f"Substrate strain at start of slip = {100 * slip_strain:.3f} %")
print(f"Substrate modulus E* = {E_star / 1e9:.1f} GPa")
print(f"Small parameter 2C/(l E*) = {2 * C / (l * E_star):.4f}")
print(f"Centre strain lowered by substrate give = {100 * loss[0]:.2f} %")
print(f"End traction lowered by substrate give = {100 * loss[1]:.2f} %")
print(f"Same with 10 E*: centre = {100 * loss_stiff[0]:.3f} %")
print(f"Same with 10 E*: end traction = {100 * loss_stiff[1]:.3f} %")
print(f"Largest profile error / substrate strain = {largest_error:.1e}")
print("PASS")
```

Running it gives:

```
Flake stiffness C = 200 N/m
Interface stiffness k = 5.0e+13 N/m^3
Substrate strain = 1.00 %
Flake length L = 20.0 um
Transfer length l = 2.000 um
Ratio s = L/(2l) = 5.000
Profile: x (um), strain (%), traction (MPa)
    0.0  0.9865  0.0000
    4.0  0.9493  0.0489
    6.0  0.8643  0.1350
    8.0  0.6320  0.3677
    9.0  0.3934  0.6064
   10.0  0.0000  0.9999
Efficiency: L (um), centre, average
    2.0  0.1132  0.0758
    4.0  0.3519  0.2384
    8.0  0.7342  0.5180
   12.0  0.9007  0.6683
   20.0  0.9865  0.8000
   40.0  0.9999  0.9000
Required fraction eta = 0.90
Length for centre criterion = 11.973 um
  same, in transfer lengths = 5.986
  same, from energy minimum = 11.973 um
Length for average criterion = 40.000 um
  same, in transfer lengths = 20.000
  same, from energy minimum = 40.000 um
End zone below eta, this flake = 4.614 um
End zone below eta, long flake = 4.605 um
Short flake s = 0.1: centre efficiency = 0.004979
Short flake s = 0.1: average efficiency = 0.003320
Interfacial strength = 2.00 MPa
Substrate strain at start of slip = 2.000 %
Substrate modulus E* = 4.0 GPa
Small parameter 2C/(l E*) = 0.0500
Centre strain lowered by substrate give = 0.93 %
End traction lowered by substrate give = 0.21 %
Same with 10 E*: centre = 0.093 %
Same with 10 E*: end traction = 0.021 %
Largest profile error / substrate strain = 3.1e-06
PASS
```
